# Thermal Mobility of Defects and the Range of Coulomb Capture: verification in Python

```python
"""Defect mobility temperature and Coulomb capture radius.

Results under test:
  jump rate             G = nu exp(-E/kT), so T = E / (k ln(nu/G))
  diffusion coefficient D = G d^2 / 6
  Coulomb radius        rc = e^2 / (4 pi eps0 eps k T)
  capture radius        R = rc / (1 - exp(-rc/a)), opposite unit charges
  escape probability    exp(-rc/r) for a small contact radius
  capture time          1 / (4 pi D R N) for dilute traps
E: barrier, nu: prefactor summed over exits, d: jump length,
eps: dielectric constant, a: contact radius, N: trap density.
Working units: eV, angstrom, second, kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

K_B = const.k / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom

prefactor = 1e13
jump_length = 2.5
mass_u = 30.0
eps = 12.0
contact = 5.0
temperature = 300.0
barrier = 0.7
traps_cm3 = 1e15


def jump_rate(energy, temp, nu=prefactor):
    return nu * np.exp(-energy / (K_B * temp))


def mobility_temperature(energy, nu=prefactor, rate=1.0):
    return energy / (K_B * np.log(nu / rate))


# Rate in a cosine well: thermal flux through two saddles / population.
def flux_rate(energy, temp):
    beta_e = energy / (K_B * temp)
    speed = np.sqrt(const.k * temp / (mass_u * const.atomic_mass)) * 1e10
    outward = quad(lambda v: v * np.exp(-v * v / 2)
                   / np.sqrt(2 * np.pi), 0, np.inf)[0]
    population = 2 * jump_length * quad(
        lambda x: np.exp(-beta_e * np.sin(np.pi * x) ** 2),
        0, 0.5, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return 2 * speed * outward * np.exp(-beta_e) / population


def cosine_prefactor(energy):
    speed = np.sqrt(energy * const.e / (2 * mass_u * const.atomic_mass))
    return 2 * speed * 1e10 / jump_length


nu_model = cosine_prefactor(1.0)
deviations = []
for temp in (400.0, 200.0):
    ratio = flux_rate(1.0, temp) / jump_rate(1.0, temp, nu_model)
    deviations.append(ratio - 1)
    # Next anharmonic term is of second order in kT/E.
    assert abs(ratio - 1 + K_B * temp / 4) < 2 * (K_B * temp) ** 2
assert abs(deviations[0] / deviations[1] - 2) < 0.1

model_temperatures = {}
for energy in (0.5, 1.0, 2.0):
    root = brentq(lambda t: np.log(flux_rate(energy, t)),
                  250 * energy, 600 * energy)
    model_temperatures[energy] = root
    predicted = mobility_temperature(energy, cosine_prefactor(energy))
    assert abs(root / predicted - 1) < 1e-3  # anharmonic shift only
    assert abs(root / energy / 390 - 1) < 0.03
slope = mobility_temperature(1.0)
assert abs(slope - 390) < 5

# Diffusion law from the master equation along one axis of a cubic lattice.
rate_300 = jump_rate(barrier, temperature)
diffusion = rate_300 * jump_length ** 2 / 6
half = 40
size = 2 * half + 1
generator = np.zeros((size, size))
for i in range(size):
    for j in (i - 1, i + 1):
        if 0 <= j < size:
            generator[j, i] += rate_300 / 6
            generator[i, i] -= rate_300 / 6
elapsed = 10 / rate_300
start = np.zeros(size)
start[half] = 1
occupation = expm(generator * elapsed) @ start
positions = (np.arange(size) - half) * jump_length
mean_square = 3 * np.sum(occupation * positions ** 2)
assert abs(mean_square / (6 * diffusion * elapsed) - 1) < 1e-8

# Coulomb radius: work of the force from rc to infinity equals kT.
rc = COULOMB / (eps * K_B * temperature)
work = quad(lambda r: COULOMB / (eps * r * r), rc, np.inf)[0]
assert abs(work / (K_B * temperature) - 1) < 1e-7
assert abs(rc - 46) < 1


# Steady flux equation integrated in u = 1/r from contact to far away.
# reduced_force(r) is r^2 dU/dr with U in units of kT.
def capture_radius(reduced_force):
    def slope_c(u, c):
        return [-1 + c[0] * reduced_force(1 / u)]
    solution = solve_ivp(slope_c, (1 / contact, 1e-9), [0.0],
                         rtol=1e-9, atol=1e-12, max_step=1e-3)
    assert solution.success
    return 1 / solution.y[0, -1]


r_opposite = capture_radius(lambda r: rc)
r_neutral = capture_radius(lambda r: 0.0)
r_like = capture_radius(lambda r: -rc)
assert abs(r_opposite * (1 - np.exp(-rc / contact)) / rc - 1) < 1e-5
assert abs(r_neutral / contact - 1) < 1e-5
assert abs(r_like * (np.exp(rc / contact) - 1) / rc - 1) < 1e-5
assert abs(r_opposite / rc - 1) < 1e-3

# Screening by mobile charges: traps plus an equal compensating density.
trap_density = traps_cm3 * 1e-24
debye = 1 / np.sqrt(4 * np.pi * rc * 2 * trap_density)
r_screened = capture_radius(
    lambda r: rc * np.exp(-r / debye) * (1 + r / debye))
assert np.exp(-rc / debye) < r_screened / r_opposite < 1


# Escape probability for discrete jumps on a cubic lattice; the 48-fold
# symmetry keeps only sites x >= y >= z >= 0. Lengths in jump lengths.
def lattice_escape(rc_jumps, inner, outer):
    sites = {}
    for x in range(outer + 1):
        for y in range(x + 1):
            for z in range(y + 1):
                if inner ** 2 < x * x + y * y + z * z < outer ** 2:
                    sites[(x, y, z)] = len(sites)
    rows, cols, values = [], [], []
    source = np.zeros(len(sites))
    for site, i in sites.items():
        r = np.sqrt(sum(s * s for s in site))
        total = 0.0
        for axis in range(3):
            for step in (-1, 1):
                moved = list(site)
                moved[axis] += step
                target = tuple(sorted(map(abs, moved), reverse=True))
                r_new = np.sqrt(sum(s * s for s in target))
                weight = np.exp(0.5 * rc_jumps * (1 / r_new - 1 / r))
                total += weight
                if target in sites:
                    rows.append(i)
                    cols.append(sites[target])
                    values.append(-weight)
                elif r_new >= outer:
                    source[i] += weight
        rows.append(i)
        cols.append(i)
        values.append(total)
    matrix = coo_matrix((values, (rows, cols)),
                        shape=(len(sites), len(sites))).tocsc()
    return sites, spsolve(matrix, source)


outer_jumps = 36
rc_jumps = rc / jump_length
sites, escape = lattice_escape(rc_jumps, 2, outer_jumps)
comparison = []
for site in ((10, 0, 0), (19, 0, 0), (11, 11, 11), (28, 0, 0)):
    r = np.sqrt(sum(s * s for s in site))
    near = np.exp(-rc / contact)
    theory = ((np.exp(-rc_jumps / r) - near)
              / (np.exp(-rc_jumps / outer_jumps) - near))
    found = escape[sites[site]]
    comparison.append((r * jump_length, found, theory))
    # Lattice steps and the ragged outer edge cause percent-size errors.
    assert abs(found - theory) < 0.02


# Mean first-passage time to contact in a closed sphere of volume 1/N,
# averaged over uniform starting points, times the predicted rate.
def cell_time_ratio(density):
    edge = (3 / (4 * np.pi * density)) ** (1 / 3)
    r = np.geomspace(contact, edge, 40001)
    inside = cumulative_trapezoid(r ** 2 * np.exp(rc / r), r, initial=0)
    integrand = np.exp(-rc / r) / r ** 2 * (inside[-1] - inside)
    passage = cumulative_trapezoid(integrand, r, initial=0) / diffusion
    mean = (np.trapezoid(passage * r ** 2, r) if hasattr(np, "trapezoid")
            else np.trapz(passage * r ** 2, r))
    mean *= 3 / (edge ** 3 - contact ** 3)
    return mean * 4 * np.pi * diffusion * r_opposite * density


ratio_example = cell_time_ratio(trap_density)
ratio_dilute = cell_time_ratio(trap_density / 1000)
assert abs(ratio_example - 1) < 0.25  # finite trap spacing
assert abs(ratio_dilute - 1) < 0.03
assert abs(ratio_dilute - 1) < abs(ratio_example - 1)

capture_time = 1 / (4 * np.pi * diffusion * r_opposite * trap_density)
neutral_time = 1 / (4 * np.pi * diffusion * r_neutral * trap_density)
slow_rate = jump_rate(1.0, temperature)
pair_energy = COULOMB / (eps * 15.0)

print("MODEL WELL AND MOBILITY TEMPERATURE")
print(f"model mass: {mass_u:.0f} u; jump length: {jump_length:.1f} angstrom")
print(f"cosine-well prefactor, E = 1 eV, two exits: {nu_model:.3e} 1/s")
print(f"flux/harmonic rate - 1 at 400 K: {100 * deviations[0]:.2f} %")
print(f"flux/harmonic rate - 1 at 200 K: {100 * deviations[1]:.2f} %")
for energy, temp in model_temperatures.items():
    print(f"cosine well, E = {energy:.1f} eV: 1 jump/s at {temp:.1f} K")
print(f"chosen prefactor: {prefactor:.1e} 1/s")
print(f"ln(prefactor / 1 per s): {np.log(prefactor):.3f}")
print(f"Boltzmann constant: {K_B:.6e} eV/K")
print(f"temperature per barrier for 1 jump/s: {slope:.1f} K/eV")
for nu in (1e12, 1e14):
    print(f"same with prefactor {nu:.0e} 1/s: "
          f"{mobility_temperature(1.0, nu):.1f} K/eV")
print("COULOMB CAPTURE")
print(f"dielectric constant: {eps:.0f}; temperature: {temperature:.0f} K")
print(f"e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"kT at 300 K: {K_B * temperature:.5f} eV")
print(f"Coulomb radius rc: {rc:.2f} angstrom")
print(f"contact radius: {contact:.1f} angstrom")
print(f"capture radius, opposite charges: {r_opposite:.2f} angstrom")
print(f"capture radius, neutral partner: {r_neutral:.2f} angstrom")
print(f"capture radius, like charges: {r_like:.5f} angstrom")
print(f"capture probability from rc: {1 - np.exp(-1):.3f}")
print(f"capture probability from 2 rc: {1 - np.exp(-0.5):.3f}")
print(f"lattice outer radius: {outer_jumps * jump_length:.0f} angstrom")
for r, found, theory in comparison:
    print(f"escape from {r:.1f} angstrom: lattice {found:.3f}, "
          f"formula {theory:.3f}")
print(f"pair energy magnitude at 15 angstrom: {pair_energy:.4f} eV")
print(f"same divided by kT: {pair_energy / (K_B * temperature):.2f}")
print("WORKED EXAMPLE")
print(f"barrier: {barrier:.1f} eV; trap density: {traps_cm3:.0e} 1/cm^3")
print(f"1 jump/s reached at: {mobility_temperature(barrier):.1f} K")
print(f"E/kT at 300 K: {barrier / (K_B * temperature):.3f}")
print(f"jump rate at 300 K: {rate_300:.2f} 1/s")
print(f"diffusion coefficient: {diffusion * 1e-16:.3e} cm^2/s")
print(f"capture time, charged traps: {capture_time:.3e} s")
print(f"capture time, charged traps: {capture_time / 3600:.1f} h")
print(f"capture time, neutral traps: {neutral_time:.3e} s")
print(f"neutral/charged capture time: {neutral_time / capture_time:.2f}")
print(f"cell time/formula at this density: {ratio_example:.3f}")
print(f"cell time/formula at density/1000: {ratio_dilute:.3f}")
print(f"screening length: {debye:.0f} angstrom")
print(f"screened capture radius: {r_screened:.2f} angstrom")
print(f"jump rate for 1 eV barrier at 300 K: {slow_rate:.3e} 1/s")
print(f"mean wait for 1 eV barrier at 300 K: {1 / slow_rate:.0f} s")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL WELL AND MOBILITY TEMPERATURE
model mass: 30 u; jump length: 2.5 angstrom
cosine-well prefactor, E = 1 eV, two exits: 1.014e+13 1/s
flux/harmonic rate - 1 at 400 K: -0.89 %
flux/harmonic rate - 1 at 200 K: -0.44 %
cosine well, E = 0.5 eV: 1 jump/s at 196.1 K
cosine well, E = 1.0 eV: 1 jump/s at 387.6 K
cosine well, E = 2.0 eV: 1 jump/s at 766.3 K
chosen prefactor: 1.0e+13 1/s
ln(prefactor / 1 per s): 29.934
Boltzmann constant: 8.617333e-05 eV/K
temperature per barrier for 1 jump/s: 387.7 K/eV
same with prefactor 1e+12 1/s: 420.0 K/eV
same with prefactor 1e+14 1/s: 360.0 K/eV
COULOMB CAPTURE
dielectric constant: 12; temperature: 300 K
e^2/(4 pi eps0): 14.3996 eV angstrom
kT at 300 K: 0.02585 eV
Coulomb radius rc: 46.42 angstrom
contact radius: 5.0 angstrom
capture radius, opposite charges: 46.42 angstrom
capture radius, neutral partner: 5.00 angstrom
capture radius, like charges: 0.00432 angstrom
capture probability from rc: 0.632
capture probability from 2 rc: 0.393
lattice outer radius: 90 angstrom
escape from 25.0 angstrom: lattice 0.258, formula 0.261
escape from 47.5 angstrom: lattice 0.626, formula 0.630
escape from 47.6 angstrom: lattice 0.629, formula 0.632
escape from 70.0 angstrom: lattice 0.859, formula 0.863
pair energy magnitude at 15 angstrom: 0.0800 eV
same divided by kT: 3.09
WORKED EXAMPLE
barrier: 0.7 eV; trap density: 1e+15 1/cm^3
1 jump/s reached at: 271.4 K
E/kT at 300 K: 27.077
jump rate at 300 K: 17.40 1/s
diffusion coefficient: 1.812e-15 cm^2/s
capture time, charged traps: 9.459e+04 s
capture time, charged traps: 26.3 h
capture time, neutral traps: 8.782e+05 s
neutral/charged capture time: 9.28
cell time/formula at this density: 0.979
cell time/formula at density/1000: 0.998
screening length: 926 angstrom
screened capture radius: 44.34 angstrom
jump rate for 1 eV barrier at 300 K: 1.588e-04 1/s
mean wait for 1 eV barrier at 300 K: 6299 s
ALL CHECKS PASSED
```
